# Why vdW-DF2 gives smaller C6 coefficients than vdW-DF1

## Why vdW-DF2 gives small $C_6$ coefficients

Anyone who takes the long-range tail of an interaction from a vdW-DF calculation, for a gas-phase dimer at large separation or for a dispersion coefficient to be fitted into a force field, has to decide whether the nonlocal correlation of vdW-DF1 or that of vdW-DF2 may be trusted for it. The two differ in one number, $Z_{ab}=-0.8491$ against $-1.887$. For helium this change lowers $C_6$ from 2.42 to 0.66 au, while time-dependent Hartree–Fock (TDHF) gives 1.38 au. That vdW-DF2 lies below vdW-DF1 is a theorem for the density of any finite system. That it lies below the true value is a finding for particular systems, shown here for helium. Hartree atomic units and spin-unpolarized densities are used, and both functionals are evaluated on the same density.

### The model response and the wave number $q_0$

The nonlocal correlation energy is defined by

$$E_c^{\rm nl}=\int_0^\infty\!\frac{du}{4\pi}\int\!\frac{d^3q\,d^3q'}{(2\pi)^6}\,\big[1-(\hat q\cdot\hat q')^2\big]\,S_{\mathbf q\mathbf q'}S_{\mathbf q'\mathbf q},$$

$$S_{\mathbf q\mathbf q'}=\int\! d^3r\; e^{-i(\mathbf q-\mathbf q')\cdot\mathbf r}\,4\pi n(\mathbf r)\,\sigma(\omega_q,\omega_{q'}),\qquad \sigma(w,x)={\rm Re}\,\frac{1}{(w+iu)(x-iu)},$$

where $u$ is the imaginary frequency and the real part symmetrizes in the two frequencies. The local plasmon frequency is $\omega_q(\mathbf r)=q^2/[2h(q/q_0)]$ with $h(y)=1-e^{-\gamma y^2}$ and $\gamma=4\pi/9=1.39626$.

The functional fixes $q_0(\mathbf r)$ by requiring that the same $S$ reproduce a semilocal energy. The internal energy is defined as $\int_0^\infty du\,{\rm Tr}\,S/2\pi$ minus the same expression with the free-particle frequency $q^2/2$. Since $\sigma(\omega,\omega)=1/(\omega^2+u^2)$ and $\int_0^\infty du/(\omega^2+u^2)=\pi/2\omega$, the prefactor per electron is $(1/2\pi)(4\pi)(\pi/2\omega)=\pi/\omega$, and

$$\varepsilon=\pi\!\int\!\frac{d^3q}{(2\pi)^3}\Big[\frac1{\omega_q}-\frac2{q^2}\Big]=\frac{1}{2\pi}\int_0^\infty\!\! dq\;2(h-1)=-\frac{q_0}{\pi}\cdot\frac12\sqrt{\frac\pi\gamma}=-\frac{3q_0}{4\pi}.$$

The angular factor is $\pi\cdot4\pi/8\pi^3=1/2\pi$, the remaining integral is Gaussian, and $\sqrt{\pi/\gamma}=3/2$. This is set equal to $\varepsilon_x^{\rm LDA}(1+\mu s^2)+\varepsilon_c^{\rm LDA}$, with $\varepsilon_x^{\rm LDA}=-3k_F/4\pi$, $k_F=(3\pi^2n)^{1/3}$, $s=|\nabla n|/(2k_Fn)$ and $\mu=-Z_{ab}/9$. Multiplying by $-4\pi/3$ gives

$$q_0=k_F(1+\mu s^2)-\frac{4\pi}{3}\varepsilon_c^{\rm LDA}.$$

All three terms are non-negative, because $\varepsilon_c<0$ (PW92 is used below). The inputs are $\mu_1=0.09434$ and $\mu_2=0.20967$, with ratio $\rho=2.2224$. This is, within rounding, the ratio of the small-$s$ coefficient of B88 exchange, 0.27429, to the gradient-expansion value $10/81$, namely 2.2218, and indeed $0.8491\times2.2218=1.887$. The larger coefficient thus comes from scaling $\mu_1$ by a ratio of exchange gradient coefficients, and nothing in this choice refers to polarizability.

### From $q_0$ to $C_6$

Take two non-overlapping fragments, A at the origin and B at $\mathbf R$, so that $S=S^A+e^{-i(\mathbf q-\mathbf q')\cdot\mathbf R}S^B$. The two cross terms in $S_{\mathbf q\mathbf q'}S_{\mathbf q'\mathbf q}$ turn into each other under $\mathbf q\leftrightarrow\mathbf q'$, which doubles one of them:

$$E_{AB}=\int_0^\infty\!\frac{du}{2\pi}\int\!\frac{d^3q\,d^3q'}{(2\pi)^6}\big[1-\hat q_i\hat q_j\hat q'_i\hat q'_j\big]e^{i(\mathbf q-\mathbf q')\cdot\mathbf R}S^A_{\mathbf q\mathbf q'}S^B_{\mathbf q'\mathbf q}.$$

Because $1/\omega_q=2h/q^2$ is a power series in $q^2$, the product $S^AS^B$ is smooth in both wave vectors. The Fourier transform of a smooth, decaying function falls faster than any power of $R$, so the term 1 in the bracket has no tail. The unit vectors are singular at zero wave vector, and their leading contribution comes from $S$ at $q=q'=0$. There $h\to\gamma q^2/q_0^2$, so

$$\omega_0=\frac{q_0^2}{2\gamma},\qquad S_{00}=4\pi\alpha(iu),\qquad \alpha(iu)=\int\! d^3r\,\frac{n}{\omega_0^2+u^2}.$$

Each volume element acts as an oscillator of strength $n\,d^3r$ and frequency $\omega_0(\mathbf r)$. The strengths sum to $N$ for any $\mu$, so only the frequencies change. With $\int d^3q\,e^{i\mathbf q\cdot\mathbf R}/[(2\pi)^3q^2]=1/4\pi R$ and $q_iq_j\to-\partial_i\partial_j$, each wave-vector integral gives $-T_{ij}/4\pi$, where $T_{ij}=\partial_i\partial_jR^{-1}=(3\hat R_i\hat R_j-\delta_{ij})/R^3$. The contraction is $T_{ij}T_{ij}=(9-6+3)/R^6=6/R^6$. The two minus signs cancel and the sign in the bracket remains:

$$E_{AB}=-\int_0^\infty\!\frac{du}{2\pi}\,(4\pi)^2\alpha_A\alpha_B\,\frac{6}{(4\pi)^2R^6}=-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\! du\,\alpha_A\alpha_B .$$

Partial fractions give $\int_0^\infty du/[(a^2+u^2)(b^2+u^2)]=\frac{\pi}{2}(a^{-1}-b^{-1})/(b^2-a^2)=\pi/[2ab(a+b)]$. Inserting $\omega_0=q_0^2/2\gamma$ brings in $\tfrac32(2\gamma)^3=12\gamma^3=32.665$:

$$C_6=12\gamma^3\iint d^3r\,d^3r'\,n_A\,n_B'\,K,\qquad K=\frac{1}{q_0^2\,q_0'^2\,(q_0^2+q_0'^2)}.$$

The same result is the tail of the kernel in $E_c^{\rm nl}=\frac12\iint n\phi n'$. For two points at distance $R$, set $a=qR$, $b=q'R$, $d=q_0R$, $d'=q_0'R$ and $\nu(a)=a^2/2h(a/d)=R^2\omega_q$, with $\nu'$ built from $d'$. Let $W(a,b)$ be the average of the bracket times the phase factor over both directions, and let $\pi T=\int_0^\infty du\,\sigma(\nu(a),\nu(b))\,\sigma(\nu'(a),\nu'(b))$. $T$ scales as an inverse cube of frequency, which supplies an $R^6$ that cancels the $R^{-6}$ of the measure. The constants are $(1/4\pi)\,\pi\,(4\pi)^2(4\pi)^2/(2\pi)^6=1/\pi^2$, so $\phi=(2/\pi^2)\iint a^2b^2WT\,da\,db$. Comparison with $E_{AB}=\iint n_An_B'\phi$ requires $\phi\to-12\gamma^3/[d^2d'^2(d^2+d'^2)]$. Power corrections are absent, since $T$ depends on $a^2$ and $b^2$, which act as Laplacians on the harmonic $T_{ij}$. At $d=18$, $d'=22$ the full integral and the asymptote both give $-2.577992\times10^{-7}$ Ha.

### Monotonicity and bounds

Define $f=\mu s^2k_F/q_0$, the share of $q_0$ due to the gradient term. Then $0\le f<1$ and $dq_0/d\ln\mu=fq_0$. Differentiating $\ln K$ term by term and averaging with the positive weight $nn'K$ gives

$$p\equiv-\frac{d\ln C_6}{d\ln\mu}=\Big\langle 2f+2f'+2\,\frac{q_0^2f+q_0'^2f'}{q_0^2+q_0'^2}\Big\rangle .$$

The last fraction is a weighted mean of $f$ and $f'$, so $0<p<6$ for any finite system. Integrating over $\ln\mu$,

$$\frac{C_6^{\rm DF2}}{C_6^{\rm DF1}}=\exp\Big(-\!\int_{\ln\mu_1}^{\ln\mu_2}\!p\,d\ln\mu\Big)=\rho^{-\bar p},\qquad 0.0083=\rho^{-6}<\rho^{-\bar p}<1 .$$

Pointwise, $q_0^{\rm DF2}/q_0^{\rm DF1}=1+(\rho-1)f_1$. The increase occurs wherever the gradient is nonzero and saturates at $\rho$ in the far tail. That saturated value does not set the loss. Where $n\propto e^{-2\kappa r}$ one has $s=\kappa/k_F$ and $q_0\to\mu\kappa^2/k_F$, so the integrand of $\alpha(0)$, proportional to $n/q_0^4$, falls as $k_F^7\propto n^{7/3}$. The region where the full factor $\rho^{-6}$ applies has already been switched off by the gradient term in vdW-DF1.

### An exponential model atom

The mechanism is exposed by $n=(N\zeta^3/\pi)e^{-2\zeta r}$ with $\varepsilon_c$ omitted for now. With $t=2\zeta r/3$, one has $k_F=k_0e^{-t}$ and $k_0=(3\pi N)^{1/3}\zeta$. Since $|\nabla n|/n=2\zeta$, $s=\zeta/k_F=s_0e^{t}$ with $s_0=(3\pi N)^{-1/3}$. Let $L=-\frac12\ln(\mu s_0^2)$ be the value of $t$ at which $\mu s^2=1$, and $x=t-L$. Then $\mu s^2=e^{2x}$ and $k_F=k_0e^{-L}e^{-x}=\zeta\sqrt\mu\,e^{-x}$, so

$$q_0=\zeta\sqrt\mu\,(e^{-x}+e^{x})=2\zeta\sqrt\mu\cosh x,\qquad \omega_{\min}=\frac{2\mu\zeta^2}{\gamma}.$$

The gradient term creates a lowest local frequency proportional to $\mu$. For the chosen values $N=2$, $\zeta=27/16$, it rises from 0.385 to 0.855 Ha, and its radius $3L/2\zeta$ moves in from 1.919 to 1.564 bohr.

For two like atoms, write $q_0=k_FF$ with $F=1+e^{2x}$, $n=k_F^3/3\pi^2$ and $d^3r=4\pi(3/2\zeta)^3t^2dt$. Six powers of $k_F$ in $nn'$ meet six in $K$, and only $k_F/k_F'=e^{t'-t}$ survives:

$$C_6=12\gamma^3\Big(\frac{4}{3\pi}\Big)^2\Big(\frac{3}{2\zeta}\Big)^6 I(L),\qquad I=\iint_0^\infty\! t^2t'^2G\,dt\,dt',$$

$$G=\frac{1}{F^2F'^2\,\big(e^{t'-t}F^2+e^{t-t'}F'^2\big)}.$$

The ratio of the two functionals is $I(L_2)/I(L_1)$, independent of $\zeta$, with $L_2=L_1-\frac12\ln\rho=L_1-0.3993$. Well inside the cutoff $F=1$ and $G=1/[2\cosh(t-t')]$, which does not decay along $t=t'$: the falling density is offset exactly by the falling frequency. For $\mu=0$ the integral diverges. The gradient term is therefore the only thing that gives the atom a finite polarizable size, and vdW-DF2 pulls that boundary inward.

The large-$L$ form follows with $X=(x+x')/2$ and $D=x-x'$, a change of unit Jacobian, for which $t^2t'^2=[(L+X)^2-D^2/4]^2=(L+X)^4+O(L^2D^2)$. The function $g(X)=\int G\,dD$ tends to $\int dD/(2\cosh D)=[\arctan e^D]=\pi/2$ for $X\ll0$ and to zero for $X\gg0$. Define $\delta$ by $\int[\frac\pi2\theta(-X)-g]\,dX=\frac\pi2\delta$. The step contributes $\frac\pi2\int_{-L}^0(L+X)^4dX=\pi L^5/10$. The deficit is localized near $X=0$ and contributes $-\frac\pi2\delta L^4+O(L^3)$. The $D^2$ term is $O(L^3)$, and the restriction $t,t'>0$ changes only an $O(1)$ piece. Hence

$$I=\frac{\pi}{10}(L-\delta)^5+O(L^3),\qquad\delta=1.364 .$$

The large $\delta$ means that the effective cutoff lies well inside the minimum of $q_0$, near $\mu s^2=e^{-2\delta}$. Most of this shift comes from the six powers of $F$ in $G$: along $t=t'$, $G=1/(2F^6)$. With $y=e^{2x}$, the shift $\int[\theta(-x)-F^{-m}]\,dx$ vanishes for $m=1$ and grows by $\frac12\int_0^\infty(1+y)^{-m-1}dy=1/2m$ from $m$ to $m+1$, which for $m=6$ gives $\frac12(1+\frac12+\frac13+\frac14+\frac15)=1.14$. It also means that this law is useless as a number for real atoms. For $N=2$, $s_0=0.3758$, $L_1=2.1592$ and $L_2=1.7599$, so $L-\delta$ is only 0.795 and 0.396, smaller than the width of the cutoff. The estimate $(0.396/0.795)^5=0.031$ must be compared with the exact $I_2/I_1=0.2978/1.1466=0.2597$. For $N=8$ the estimate is 0.148 and the exact ratio 0.334. The law supplies only the divergence and the trend: the ratio approaches 1 logarithmically slowly as $N$ grows at fixed shape. A usable estimate comes from $p$, which varies little. For $N=2$ the end values 1.536 and 1.856 average to 1.696, and with $\ln\rho=0.7986$ this gives $e^{-1.354}=0.258$.

Correlation adds a positive, $\mu$-independent term to $q_0$, which lowers $K$ and $f$ at every point. For $N=2$, $\zeta=27/16$, $C_6^{\rm DF1}$ drops from $2.9023\times1.1466=3.328$ to 1.556 au, and the ratio rises to 0.297. The exchange terms scale as $\zeta$ while $\varepsilon_c$ changes slowly, so a weak $\zeta$ dependence appears: 0.304, 0.297 and 0.291 for $\zeta=1$, 1.6875 and 2.5. The formal one-shell model with $N=8$ gives 0.378.

### Helium

The density is Hartree–Fock in an even-tempered 20s11p Gaussian basis, with $E=-2.861679$ Ha and $\varepsilon_{1s}=-0.91796$ Ha. The reference comes from the same orbital $\varphi$. With two electrons in one orbital, exchange cancels half of the Hartree term, and $\varphi$ moves in $h_0+J$, where $h_0$ is the one-electron Hamiltonian and $J$ the potential of $\varphi^2$. Perturb with $\mathcal E(t)z$ and write $\delta\varphi=\sum_a(x_a+iy_a)\varphi_a$ over virtual orbitals. The Fock operator is $h_0+2J-K_x$, so in the virtual space $h_0+J-\varepsilon_{1s}=\Delta-J+K_x\equiv M_-$, with $\Delta$ the orbital energy differences, $J_{ab}=(ab|\varphi\varphi)$ and $(K_x)_{ab}=(a\varphi|\varphi b)$. The change of $J$ comes from $2\varphi\,{\rm Re}\,\delta\varphi$ and adds $2K_xx$, so the real part sees $M_+=\Delta+3K_x-J$. The imaginary and real parts of the equation of motion are $\dot x=M_-y$ and $-\dot y=M_+x+\mathbf d\mathcal E$, with $d_a=\langle a|z|\varphi\rangle$. At imaginary frequency $\ddot x=u^2x$, so $x=-(M_++u^2M_-^{-1})^{-1}\mathbf d\mathcal E$. The induced dipole of two electrons is $-4\,\mathbf d\cdot x$. Diagonalizing $M_-^{1/2}M_+M_-^{1/2}$, with eigenvalues $\Omega_k^2$ and vectors $v_k$, gives $\alpha=\sum_kf_k/(\Omega_k^2+u^2)$ and $f_k=4(\mathbf d\cdot M_-^{1/2}v_k)^2$. The result is $\alpha(0)=1.322$ bohr$^3$ and $C_6=1.376$ au. TDHF lacks ground-state correlation, and the accepted $C_6$ is roughly 1.5 au, a difference small against the effects discussed here.

| $r$ (bohr) | $s$ | $q_0^{\rm DF1}$ | $q_0^{\rm DF2}$ | ratio |
|---|---|---|---|---|
| 0.5 | 0.706 | 2.921 | 3.066 | 1.050 |
| 1.0 | 1.141 | 1.831 | 2.046 | 1.118 |
| 1.5 | 1.838 | 1.289 | 1.617 | 1.255 |
| 2.0 | 2.956 | 1.064 | 1.575 | 1.481 |
| 3.0 | 7.618 | 1.310 | 2.583 | 1.973 |
| 5.0 | 49.70 | 6.665 | 14.755 | 2.214 |

The $q_0$ are in bohr$^{-1}$. At $r=1.5$ bohr, $k_F=0.8433$ and the vdW-DF1 gradient term is $0.09434\times1.838^2\times0.8433=0.269$. The correlation term is $1.289-0.843-0.269=0.177$, $f_1=0.269/1.289=0.209$, and the ratio is $1+1.2224\times0.209=1.255$. This radius is the median of the vdW-DF1 weight, and there $K$ for $r=r'$ falls by $1.255^{-6}=0.26$. This happens to be close to the full result below, an agreement observed for this density and not derived.

The full integrals give $C_6=2.4230$ and $0.6578$ au, a ratio of 0.2715. The exponent runs from $p=1.459$ to 1.824 with mean 1.633, and $e^{-1.633\times0.7986}=0.271$. Against TDHF, vdW-DF1 is too large by a factor 1.76 and vdW-DF2 reaches 0.48 of the reference. The static polarizabilities, 2.279 and 0.847 bohr$^3$, bracket 1.322 in the same way. The polarizability ratio is 0.371, and its square, 0.138, overstates the loss of $C_6$. In the London form $C_6=\frac34\alpha^2\bar\omega$ the mean frequency rises from 0.62 to 1.22 Ha (TDHF 1.05 Ha) and returns a factor of about two. The lowest local frequencies are 0.388 and 0.861 Ha. The first dipole excitation of helium is at roughly 0.8 Ha, so vdW-DF1 places strength well below any real transition, and vdW-DF2 moves the onset to slightly above that excitation and leaves the strength as a whole too high in frequency.

The weight of $C_6$, resolved by the position of one of the two points, has its 10, 50 and 90% marks at $r=0.81$, 1.50 and 2.26 bohr ($s=0.95$, 1.84, 3.79) in vdW-DF1 and at 0.66, 1.26 and 1.96 bohr ($s=0.82$, 1.46, 2.85) in vdW-DF2. The region $s>3$ is not negligible: it holds about $0.19\times2.423=0.46$ au in vdW-DF1 and about $0.084\times0.658=0.055$ au in vdW-DF2. That loss of 0.41 au is about 23% of the total loss of 1.77 au. The other three quarters are booked to $s<3$, where $q_0$ rises by less than about one half. This bookkeeping splits each mixed pair, with one point at $s>3$ and one at $s<3$, equally between the two regions, so each share includes some loss caused by partners in the other region, and the split is not a division of causes: raising $q_0$ to its vdW-DF2 value only at $s>3$ removes a little over one third of the total loss, raising it only at $s<3$ removes nearly four fifths, and the two effects do not add. The word tail should thus be read as the outer valence shell, $s$ from about 1 to 4.

### What to do in practice

Do not take $C_6$ or $\alpha$ from the vdW-DF2 nonlocal term without a check, since for helium its $C_6$ is about half the reference, and do not assume that vdW-DF1 is safe for a compact atom. Obtain them from a response calculation, or evaluate the double integral above on the fragment densities and compare. Changing the outer exchange partner affects $C_6$ only through the density, so rev-vdW-DF2 inherits the small values, while optB88-vdW, optB86b-vdW and vdW-DF-cx inherit those of vdW-DF1. Absolute values depend strongly on that density: the Slater model, whose exponent 1.6875 exceeds the Hartree–Fock decay constant $\sqrt{2\times0.918}=1.355$, gives 1.556 au where Hartree–Fock gives 2.423 au, while the ratio moves only from 0.297 to 0.271. State the density used.

For helium, $Z_{ab}=-1.228$ reproduces the TDHF value. This is a one-atom fit on one density, with no evidence here that it transfers, and $\mu$ is then no longer tied to an exchange gradient coefficient, although the relation $\varepsilon=-3q_0/4\pi$ holds for any $\mu$.

A small $C_6$ does not by itself predict underbinding. Near contact, $d=q_0R$ is of order a few, the densities overlap, and the full kernel and the semilocal exchange decide the energy. The formulas also need modification for spin-polarized fragments. They describe independent local oscillators, so collective screening in metals and extended systems lies outside them. Finally, a region of low and flat density has small $q_0$, which approaches the scaling $n^{1/3}$ as $n\to0$ (the correlation term makes the approach slow, with an effective exponent near 0.3 at $n=10^{-5}$ bohr$^{-3}$). In that limit the integrand $n/q_0^4$ of $\alpha(0)$ grows as $n^{-1/3}$, and the integrand $nn'K$ of $C_6$ with both points in such regions scales as $n^2/q_0^6\propto n^0$ and does not vanish with the density, so numerical noise in the vacuum can contaminate both, whereas a cap set well above the valence values of $q_0$ touches only regions of small weight.

The numerical check below tests by quadrature the relation $\varepsilon=-3q_0/4\pi$ and the closed forms it uses for $T$ and $W$, and it compares the full kernel with its asymptote and $\rho$ with the B88 coefficient from libxc. For every density it compares the frequency integral with the double integral, $p$ with a finite difference, and the ratio with $\exp(-\int p\,d\ln\mu)$ and its bounds. It matches the reduced integral to the radial one, recovers $\pi/10$ and $\delta$ from a polynomial fit of $I(L)$ at large $L$, and verifies the helium reference by the virial theorem, the sum rule ($\sum f_k=2.0000$) and a finite-field polarizability of 1.3224 bohr$^3$.

## Calculated quantities

```
gamma = 1.39626, C = 12 gamma^3 = 32.6650, 1/(2 gamma) = 0.35810
mu1 = 0.09434, mu2 = 0.20967, rho = 2.2224, rho^-6 = 0.00830
mu_B88 = 0.27429, mu_B88/(10/81) = 2.2218, ln(rho)/2 = 0.3993
phi(18,22): full -2.577992e-07, asymptote -2.577992e-07 Ha
delta = 1.36413; fitted L^5 coefficient 0.314159 (pi/10 = 0.314159)
Slater X-only N=2 zeta=1.6875: s0=0.3758 L1=2.1592 L2=1.7599 prefactor=2.9023 au
  I1=1.1466 I2=0.2978 C6=3.3277, 0.8642 au, ratio=0.2597
  p1=1.536 p2=1.856 fifth-power estimate=0.0306
Slater X-only N=8 zeta=1.6875: s0=0.2367 L1=2.6213 L2=2.2220 prefactor=2.9023 au
  I1=4.1516 I2=1.3869 C6=12.0493, 4.0251 au, ratio=0.3341
  p1=1.263 p2=1.494 fifth-power estimate=0.1480
  Zab=-0.8491, N=2: q0min=1.0366 1/bohr at r=1.9193 bohr, omega_min=0.3848 Ha
  Zab=-1.887, N=2: q0min=1.5454 1/bohr at r=1.5644 bohr, omega_min=0.8552 Ha
Slater X+C N=2 zeta=1.0000: C6=28.8633, 8.7875 au, ratio=0.3045
Slater X+C N=2 zeta=1.6875: C6=1.5557, 0.4617 au, ratio=0.2968
Slater X+C N=2 zeta=2.5000: C6=0.1700, 0.0495 au, ratio=0.2910
Slater X+C N=8 zeta=1.6875: C6=5.7782, 2.1845 au, ratio=0.3781
He HF: E=-2.861679 Ha, eps_1s=-0.91796 Ha, sum f=2.0000
He TDHF: alpha0=1.3222 (finite field 1.3224) bohr^3, C6=1.3756 au
He: r/bohr, n/bohr^-3, kF, s, q0(DF1), q0(DF2) (1/bohr), q0 ratio, f1, f2
 0.5 5.437e-01 2.5249 0.706 2.9211 3.0662 1.050 0.041 0.086
 1.0 9.915e-02 1.4319 1.141 1.8307 2.0458 1.118 0.096 0.191
 1.5 2.026e-02 0.8433 1.838 1.2888 1.6172 1.255 0.209 0.369
 2.0 4.416e-03 0.5076 2.956 1.0636 1.5753 1.481 0.394 0.590
 3.0 2.327e-04 0.1903 7.618 1.3095 2.5831 1.973 0.796 0.896
 5.0 7.739e-07 0.0284 49.697 6.6653 14.7552 2.214 0.993 0.997
He DF1: alpha0=2.2791 bohr^3, C6=2.4230 au, C6/TDHF=1.761, p=1.459
  omega_min=0.388 Ha, C6 weight at s>3: 0.192
  10/50/90% of C6: r=0.81/1.50/2.26 bohr, s=0.95/1.84/3.79
He DF2: alpha0=0.8466 bohr^3, C6=0.6578 au, C6/TDHF=0.478, p=1.824
  omega_min=0.861 Ha, C6 weight at s>3: 0.085
  10/50/90% of C6: r=0.66/1.26/1.96 bohr, s=0.82/1.46/2.85
He ratio C6(DF2)/C6(DF1) = 0.2715, mean p = 1.633
Zab reproducing the TDHF C6 of He = -1.228
```
